# Interface velocity in solid-phase epitaxy from forward and reverse rates

## Two rates and one speed

Consider an amorphous silicon layer regrowing on a (100) silicon crystal at 600 °C, with the rough parameters given below. At each interface site an atom joins the crystal 7.76 times per second, and an atom returns to the amorphous side 1.92 times per second. Joining alone would move the interface at 1.05 nm/s, but the net speed is 0.79 nm/s. The return rate was not chosen separately: it follows from the joining rate and the free energy released on crystallization. These notes derive that connection and the resulting velocity,

$$v=\delta k_f\left[1-\exp\left(-\frac{\Delta g}{kT}\right)\right].$$

Here $k_f$ is the amorphous-to-crystal rate per site and $k$ is Boltzmann's constant. The free energies per atom of the two phases are $g_a$ and $g_c$, and $\Delta g=g_a-g_c$ is positive when the crystal is the more stable. Positive $v$ means crystal growth, measured in the frame of the crystal.

## Counting atoms

Let each interface site occupy area $A$, and let $\Omega$ be the volume per atom in the crystal. In this model each site is available for a transfer in either direction, one atom at a time. With $k_r$ the crystal-to-amorphous rate per site, the net number of atoms crystallized per unit area and time is $(k_f-k_r)/A$. Each adds volume $\Omega$, so

$$v=\frac{\Omega}{A}(k_f-k_r)=\delta(k_f-k_r),\qquad \delta=\frac{\Omega}{A}.$$

The length $\delta$ is the advance per atom averaged over the interface, not the distance an atom jumps. Silicon has eight atoms in a cubic cell of edge $a$, so $\Omega=a^3/8$. A (100) atomic layer has area $A=a^2/2$ per atom. Hence $\delta=a/4=0.1358$ nm for $a=0.5431$ nm.

The same counting gives the scatter. Let $m$ be the net number of atoms added at one site. A forward event changes $m^2$ by $2m+1$ and a reverse event by $-2m+1$, so

$$\frac{d\langle m\rangle}{dt}=k_f-k_r,\qquad
\frac{d\langle m^2\rangle}{dt}=2\langle m\rangle(k_f-k_r)+k_f+k_r .$$

Subtracting $d\langle m\rangle^2/dt=2\langle m\rangle(k_f-k_r)$ leaves a variance of $m$ that grows at the rate $k_f+k_r$. The rates subtract in the drift and add in the scatter.

## Why the reverse rate is not free

Consider the whole system before and after one transfer. Let $Z_a$ be its partition function, at the given temperature and pressure, restricted to the basin where the atom is amorphous. Let $Z_c$ be the same quantity for the basin where it is crystalline. Two assumptions are needed.

First, the system equilibrates within a basin much faster than it leaves it. The amorphous phase is then metastable but has a definite free energy, and a returning atom finds amorphous surroundings with their usual statistical weights. Second, a transfer leaves the interface statistically unchanged, so no interface energy is gained or lost. Then $-kT\ln Z_a+kT\ln Z_c=\Delta g$.

Now imagine the two basins in equilibrium with each other. Their populations are proportional to $Z_a$ and $Z_c$, and microscopic reversibility makes the opposite flows over their common saddle equal:

$$Z_a k_f=Z_c k_r .$$

The rates depend on the distribution within each basin, not on how many systems occupy it. They therefore keep these values when the basin populations are out of equilibrium, as they are during growth. Thus

$$\frac{k_f}{k_r}=\frac{Z_c}{Z_a}=\exp\left(\frac{\Delta g}{kT}\right).$$

Inserting $k_r=k_f e^{-\Delta g/kT}$ into $v=\delta(k_f-k_r)$ gives the velocity law.

The saddle height affects both rates but not their ratio. For the forward rate write

$$k_f=\nu\exp\left(\frac{S^*}{k}\right)\exp\left(-\frac{H^*}{kT}\right),$$

where $\nu$ is an attempt frequency, and $S^*$ and $H^*$ are the activation entropy and enthalpy measured from the amorphous side.

## Free energy, not energy: a double well

A one-dimensional model shows why entropy belongs in the exponent. A particle diffuses with coefficient $D_q$ along a dimensionless coordinate $q$, in a potential $U(q)$ given in units of $kT$:

$$U=12(q^2-1)^2\quad(q<0),$$
$$U=12.8\left[(q/1.8)^2-1\right]^2-0.8\quad(q>0).$$

The left well stands for the amorphous state. The right well, the crystal, is deeper by 0.8 and wider. Both expressions give $U=12$ at the top, $q=0$.

Let $\tau(q)$ be the mean time to reach the right minimum $q_c=1.8$. In a short time $dt$ the particle has mean displacement $-D_qU'dt$ and mean squared displacement $2D_q\,dt$. Expanding $\tau(q)=dt+\langle\tau(q+dq)\rangle$ gives

$$D_q(\tau''-U'\tau')=-1,\qquad (e^{-U}\tau')'=-e^{-U}/D_q .$$

Integrate once from the far left, where $e^{-U}\tau'$ vanishes, and again using $\tau(q_c)=0$. Starting from the left minimum $q_a=-1$,

$$\tau_f=\frac1{D_q}\int_{q_a}^{q_c}dy\,e^{U(y)}\int_{-\infty}^{y}dz\,e^{-U(z)} .$$

For the reverse passage the inner integral runs from $y$ to $\infty$. The factor $e^{U(y)}$ is concentrated near the top, where the inner integral is nearly the whole weight of the starting well. The outer integral is then common to both directions, and for a high barrier $k_f/k_r=\tau_r/\tau_f\simeq Z_c/Z_a$.

Trapezoidal quadrature of the double integrals gives $\tau_r/\tau_f=3.874$. The ratio of well weights, $Z_c/Z_a$, is also 3.874. The depth difference alone would give $e^{0.8}=2.226$. The wider well holds a returning particle longer, and this entropy is part of $\Delta g$. The widths were chosen to make the effect visible, not to imitate silicon. In the silicon example below the amorphous phase has the larger entropy, so the entropy term lowers $\Delta g$ instead of raising it.

## Limits and sign

Write $x=\Delta g/kT$. At $x=0$ the two rates are equal and the interface has no mean motion, although atoms still cross it.

For $|x|\ll1$, the expansion $1-e^{-x}=x-x^2/2+\cdots$ gives

$$v\simeq\delta k_f\frac{\Delta g}{kT}.$$

This agrees with the Einstein relation. At $x=0$ the variance of a site's position is $\delta^2(k_f+k_r)t=2\delta^2k_ft$. Since the variance of a diffusing coordinate is $2Dt$, $D=\delta^2k_f$. The driving force is free energy per length, $\Delta g/\delta$, and the mobility is $D/kT$. Their product is $\delta k_f\Delta g/kT$.

For $x\gg1$ returns are rare and $v\to\delta k_f$. A further increase in driving force then has little effect unless it also changes $k_f$.

For negative $x$ the amorphous phase is favoured. The equivalent form $v=-\delta k_r(1-e^{x})$ shows that the interface retreats, with speed approaching $\delta k_r$ when $-x\gg1$.

## Silicon at 600 °C

The inputs are rough typical values: $\nu=10^{13}$ s$^{-1}$, $H^*=2.70$ eV and $S^*=8.0\,k$. The last was set to bring the speed near the usual order of 1 nm/s, so the speed below is not a prediction. For crystallization take

$$\Delta g=\Delta h-T\Delta s,\qquad \Delta h=0.12\ \text{eV},\qquad \Delta s=0.20\,k,$$

both per atom and constant with temperature. Here $\Delta h$ and $\Delta s$ are amorphous minus crystal values.

At $T=873.15$ K, $kT=0.07524$ eV. Then

$$\Delta g=0.12-0.20(0.07524)=0.10495\ \text{eV},$$
$$x=0.10495/0.07524=1.395.$$

The rates are

$$k_f=10^{13}\exp\left(8.0-\frac{2.70}{0.07524}\right)=7.76\ \text{s}^{-1},$$
$$k_r=7.76\,e^{-1.395}=1.92\ \text{s}^{-1}.$$

The driving factor is $1-e^{-1.395}=0.752$, and

$$v=(0.1358\ \text{nm})(7.76\ \text{s}^{-1})(0.752)=0.79\ \text{nm/s},$$

or about 480 Å/min. Growing 100 nm of crystal takes about 126 s. Amorphous silicon is roughly 2 percent less dense, so a 100 nm amorphous layer is consumed about 2 s sooner; this difference is ignored below.

The linear law would replace 0.752 by 1.395 and give a speed 1.85 times that of the full law. This example is therefore outside the near-equilibrium regime, yet its return rate is still a quarter of its forward rate.

With all other inputs fixed, the temperature dependence is:

| Temperature | Driving factor | Speed | Time for 100 nm |
|---|---|---|---|
| 550 °C | 0.775 | 0.092 nm/s | 1080 s |
| 600 °C | 0.752 | 0.79 nm/s | 126 s |
| 650 °C | 0.730 | 5.4 nm/s | 19 s |

The driving factor falls on heating because $\Delta g$ decreases while $kT$ increases. The speed nevertheless rises, because $k_f$ rises much more strongly.

## The slope of an Arrhenius plot

Let $\beta=1/kT$, so that $x=\beta\Delta h-\Delta s/k$ and $dx/d\beta=\Delta h$. With constant $H^*$, $S^*$, $\Delta h$ and $\Delta s$,

$$\ln v=\ln(\delta\nu)+\frac{S^*}{k}-\beta H^*+\ln(1-e^{-x}).$$

The last term has derivative $\Delta h\,e^{-x}/(1-e^{-x})=\Delta h/(e^x-1)$. Therefore

$$E_{\rm app}=-\frac{d\ln v}{d\beta}=H^*-\frac{\Delta h}{e^x-1}.$$

Here $e^x=k_f/k_r=4.03$, so the correction is $0.12/3.03=0.04$ eV and $E_{\rm app}=2.66$ eV. The apparent value lies below the forward enthalpy because the reverse process has the larger activation enthalpy, $H^*+\Delta h$. Heating speeds up the returns proportionally more than the forward events, which weakens the rise of the net speed.

The correction grows as $x$ approaches zero. With these constants $\Delta g$ would vanish at $kT=0.12/0.20=0.6$ eV, about eight times the example's absolute temperature. Silicon melts far below that, so the extrapolation has no physical use.

## When several atoms make one event

The exponent contains the free energy released by the complete repeating event. If $n$ atoms crystallize together over one saddle, detailed balance gives $k_r=k_fe^{-n\Delta g/kT}$. In the example, with $k_f$ held fixed, the factor would be 0.939 for $n=2$ and 0.985 for $n=3$, instead of 0.752.

The atoms may also move in sequence. Let a cycle pass through states $i=0,\ldots,n-1$ with free energies $G_i$ and occupations $p_i$. State $n$ is state 0 again with $n$ more atoms crystallized, so $p_n=p_0$ and $G_n=G_0-n\Delta g$. Let $B_i$ be the saddle free energy between $i$ and $i+1$. In a steady state every step carries the same net flux,

$$J=\nu e^{-B_i/kT}\left(p_ie^{G_i/kT}-p_{i+1}e^{G_{i+1}/kT}\right).$$

Define $u_i=p_ie^{G_i/kT}$, multiply by $e^{B_i/kT}/\nu$, and sum over $i$. The intermediate $u_i$ cancel:

$$\frac{J}{\nu}\sum_{i=0}^{n-1}e^{B_i/kT}=u_0-u_n .$$

Since $u_n=p_0e^{(G_0-n\Delta g)/kT}=u_0e^{-n\Delta g/kT}$,

$$J=\frac{\nu p_0e^{G_0/kT}}{\sum_i e^{B_i/kT}}\left(1-e^{-n\Delta g/kT}\right).$$

Here $J$ is the number of cycles per site and time. Each cycle adds $n$ atoms, so $v=n\delta J$. For $n=1$, $p_0=1$ and the one-atom law returns, with $k_f=\nu e^{-(B_0-G_0)/kT}$. For larger $n$, the prefactor can itself depend on the driving force, through $p_0$ and through the saddle energies $B_i$ measured from $G_0$.

As an illustration take three atoms, with $G_i/kT=0,\ 0.7-x,\ 0.3-2x$ and $B_i/kT=4.0,\ 5.5-x,\ 4.8-2x$. The forward barriers $B_i-G_i$ are then 4.0, 4.8 and 4.5 in units of $kT$, whatever the value of $x$. Solving the three steady-state equations numerically gives $p_0=0.447$ at $x=0$ and $p_0=0.330$ at $x=1.395$. When reverse steps become unimportant, equal flux requires $p_i$ to be inversely proportional to the forward rate out of state $i$. State 0 has the fastest exit, and in that limit the occupations tend to 0.205, 0.457 and 0.338. At $x=1.395$ the limit is not yet reached, because the return from state 1 to state 0 is still slightly faster than the step forward from state 1. The occupations there are 0.330, 0.371 and 0.299, against 0.447, 0.222 and 0.331 at $x=0$, so the gain has gone to state 1, which has the slowest exit. Over the same range of $x$ the sum $\sum_i e^{B_i/kT}$ falls from 421 to 123, because the later saddles are lowered relative to state 0. The prefactor of $J$ therefore rises by a factor of about 2.5, although $p_0$ falls.

A measured speed at one temperature cannot separate $n$ from the prefactor. Changing the factor from 0.752 to 0.985 can be offset by a 24 percent reduction in the whole prefactor of the speed.

## What the simple model leaves out

**Comparison with real silicon.** A speed of order 1 nm/s at 600 °C and an activation energy near 2.7 eV are typical of undoped (100) regrowth, but the inputs were selected to lie there. Real layers break the assumption of one rate for every interface. Growth on (111) is slower by a factor of roughly 20, equivalent at this temperature to an increase of $kT\ln20=0.23$ eV in the activation free energy. Measured activation energies are about the same for the different orientations, so this difference lies mainly in the prefactor, not in $H^*$. Doping also changes the rate, as estimated next. Impurity trapping and nucleation inside the amorphous layer are not sized here.

**Boron.** Suppose growth is proportional to the number of interface defects, neutral plus positively charged, and that doping leaves the neutral number and $\Delta g$ unchanged. The charged number varies as $e^{\eta}$, where $\eta=(E_v-E_F)/kT$, $E_v$ is the valence-band edge and $E_F$ the Fermi level. If the charged-to-neutral ratio is $r$ in undoped material, the speed ratio is

$$\frac{1+rN_ve^\eta/n_i}{1+r}.$$

Take $r=0.01$ as an assumption, with a rough intrinsic density $n_i=4\times10^{17}$ cm$^{-3}$ and valence-band density $N_v=1.3\times10^{20}$ cm$^{-3}$. For $10^{20}$ holes per cm$^3$, $\eta$ is found numerically from the Fermi–Dirac integral for a parabolic band. The speed rises by a factor of 4.2. Boltzmann statistics, $N_ve^\eta=10^{20}$ cm$^{-3}$, would give 3.5. The result depends directly on the assumed $r$: it is 2.0 for $r=0.003$ and about 31 for $r=0.1$. The degeneracy correction depends on $N_v$, which is uncertain at this temperature; $N_v=2.2\times10^{20}$ cm$^{-3}$ gives 3.9 instead of 4.2.

**Unrelaxed amorphous material.** Let the amorphous free energy be higher by 0.04 eV per atom. If the forward barrier is held fixed, only the return rate changes and the speed rises by 14 percent. If the saddle's absolute free energy is held fixed, the forward barrier also falls by 0.04 eV. The speed is then 1.93 times its original value. Knowing $\Delta g$ alone does not decide between these cases.

**Curvature.** For a convex crystal cap of radius $R$, a volume increase $\Omega$ enlarges the interface area by $2\Omega/R$. With interface energy $\gamma=0.4$ J/m$^2$ and $R=5$ nm, both illustrative, the cost $2\gamma\Omega/R$ is 0.020 eV per atom. Subtracting it from $\Delta g$ at fixed $k_f$ reduces the speed by 10 percent.

**Temperature.** The latent heat flux is $v\Delta h/\Omega=0.76$ W/m$^2$. Conducted through 0.7 mm of wafer with conductivity 40 W/(m K), it causes a temperature drop across the wafer of only about $10^{-5}$ K. The wafer as a whole also warms, but regrowing 100 nm releases about 96 J/m$^2$, against a wafer heat capacity of roughly 1400 J/(m$^2$ K). Even if no heat escaped, the rise would be below 0.1 K. Self-heating is therefore negligible here, whereas a furnace error of +5 K raises the speed by 22 percent.

**Independent sites.** From the variance derived earlier, the rms scatter of site positions after mean growth $L$ is

$$\sqrt{\delta L\,\frac{k_f+k_r}{k_f-k_r}},$$

because the growth time is $L/[\delta(k_f-k_r)]$. For $L=100$ nm this is 4.7 nm, about 35 atomic layers. Neighbouring columns would then expose tall side walls, whose energy the model has set to zero. The independent-site picture therefore cannot be used to predict roughness. The velocity law can survive with fewer active sites. At an isolated kink in a step edge, an attachment moves the kink without changing the interface energy, and the kink always offers one site for attachment and one for return. The law then holds with $k_f$ averaged over all interface sites, so that it includes the fraction that are kinks. Where new kinks or steps must nucleate, forward and reverse sites need not be equally numerous during growth and their number can depend on the driving force, so the averaged $k_f$ can no longer be treated as independent of $\Delta g$.

Numerical values quoted here were computed with a short program.
